Bias of Area Extraction from Resistance Slope in Diffuse Thin Films, part 2

The cross-section A = Wd of a metal film of length L, width W and thickness d is sought from the temperature slope of its resistance R = ρ_f L/A. The slope method replaces dρ_f/dT by the bulk slope a = dρ0/dT and reports the apparent area

A_app = L (dρ0/dT)/(dR/dT).

Here ρ_f and ρ0(T) are the film and bulk resistivities (mostly in µΩ cm, with lengths in nm), λ is the mean free path, k = d/λ, and kF is the Fermi wave number. By Lemma 3,

C = ρ0 λ = 3π²ħ/(e² kF²).

The semiclassical model assumes one relaxation time for all directions and depths (A3) and perfectly diffuse surfaces (A4). For electrons moving at an angle of cosine u to the film normal, x = k/u. At reduced depth s, from 0 to 1 across the film, their response is g(s) times the bulk one:

dg/ds = x(1 − g),

with g(0) = 0 for diffuse surfaces. The mean of g over s is w = 1 − q, with q = (1 − e^(−x))/x.

The mean ⟨ ⟩ has weight (3/2)(1 − u²) on 0 < u < 1. With F = ⟨w⟩, G = F − kF' and ρ_f = ρ0/F, the theorem gives

dρ_f/dT = S(k) dρ0/dT,  S = G/F²,

and A_app = A/S(k). Lemma 5 splits S into 1 plus a direction term ("spread" in the computed values) minus a path term:

S = 1 + Var(w)/F² − ⟨q² − e^(−x)⟩/F².

For thick films, with ε = 3/(8k),

S = (1 − 2ε)/(1 − ε)² = 1 − ε²/(1 − ε)² = 1 − 9/(64k²) + …

For thin films, with Λ = ln(1/k) + 1 − γ and γ Euler's constant,

F = (3/4)kΛ + k²/2 + …,  G = (3/4)k − k²/2 + …,

S ≈ 4/(3kΛ²).

Thus S crosses 1 at least once.

**The crossing between the two regimes**

The position of the crossing needs numbers. A scan of 700 values of k between 10⁻⁵ and 100 shows one crossing, at k = 0.790, and a lowest value, S = 0.978 at k = 1.59. That the crossing is single thus rests on the scan, not on a proof. For films thicker than 0.79λ the slope method overestimates the area by at most 2.3 % in this model. For thinner films it underestimates the area, and A_app/A tends to zero as k → 0.

**A correction that does not need the area**

The relative slope of the resistance does not contain L or A:

(1/R) dR/dT = aS/ρ_f = (a/ρ0) FS = (a/ρ0) G/F.

The ratio G/F tends to 1 for thick films and to 1/Λ, hence to zero, for thin ones, and it rises steadily with k throughout the same scan. A measured relative slope, divided by the bulk value a/ρ0, therefore fixes k in that range. Then

A = A_app S(k),  d = kλ.

This requires ρ0 and a for the metal inside the film and, for the thickness, λ as well. The surfaces must be diffuse and grain-boundary scattering must be weak.

**Worked example: copper-like films near 300 K**

Take rough typical values for copper: an electron density of 85 nm⁻³, ρ0 = 1.70 µΩ cm and a = 0.0070 µΩ cm/K. The density gives kF = 13.6 nm⁻¹ and C = 6.574×10⁻¹⁶ Ω m², so λ = C/ρ0 = 38.7 nm. The crossing, at k = 0.790, lies at d = kλ, about 31 nm. With ρ0 and a held fixed, the thickness changes the result as follows (ρ_f in µΩ cm):

d (nm) | k | F | ρ_f | S | A_app/A
80 | 2.07 | 0.825 | 2.06 | 0.980 | 1.021
40 | 1.03 | 0.691 | 2.46 | 0.985 | 1.015
20 | 0.517 | 0.530 | 3.21 | 1.04 | 0.96
10 | 0.259 | 0.374 | 4.54 | 1.19 | 0.84
5 | 0.129 | 0.247 | 6.88 | 1.47 | 0.68

At 40 nm the resistivity is 45 % above the bulk value, yet its slope differs from the bulk slope by 1.5 %. The two terms of the split nearly cancel there: the direction term is 0.061 and the path term 0.076. At 5 nm they are 0.699 and 0.233, and S = 1 + 0.699 − 0.233 = 1.466.

The electrons within 15° of the film plane explain the change. In the bulk they carry 38 % of the current. In the 5 nm film they carry 69 % of the current and supply 92 % of G, which sets the response to bulk scattering.

The limiting formulas should not be stretched. At 80 nm, ε = 0.375/2.07 = 0.181, and the thick form gives S = 1 − (0.181/0.819)² = 0.951, against 0.980 from the full expression. At 5 nm the leading thin form gives 1.69, and the ratio G/F² with the next terms of both series gives 1.44, against 1.47.

Now follow a measurement on the 5 nm film, with L = 100 µm and W = 10 µm, so that A = 50 000 nm². Resistances computed from the same physical model at 290, 300 and 310 K are 135.488, 137.556 and 139.594 Ω. The slope is

dR/dT = (139.594 − 135.488)/20 = 0.2053 Ω/K.

The apparent area is

A_app = (10⁻⁴ m)(7.0×10⁻¹¹ Ω m/K)/(0.2053 Ω/K) = 3.41×10⁻¹⁴ m² = 34 100 nm²,

which is 32 % below the true area. With the width known, this would be read as a thickness of 3.4 nm.

For the correction, the relative slope is 0.2053/137.556 = 1.49×10⁻³ per kelvin. The bulk value is 0.0070/1.70 = 4.12×10⁻³ per kelvin. Their ratio is G/F = 0.3625, which gives k = 0.129 and S = 1.466. The corrected area is 34 100 × 1.466 ≈ 50 000 nm², and the inferred thickness is 5.00 nm. This agreement shows that the inversion is consistent, not that the model describes a given film.

For this 5 nm film, measurement errors are enlarged. If the slope is read 1 % too high, the corrected area falls by 2.2 %. One per cent comes from dividing by the slope. The rest arises because the inferred k rises and S(k) falls. Errors in the assumed bulk values are of similar weight: a taken 5 % too high raises the corrected area by about 12 %, and ρ0 taken 5 % too high lowers it by about 5.5 %.

**Where real films depart from the theorem**

Assumption (A4) fails if a fraction p of the electrons reflects specularly. By mirror symmetry the starting condition becomes g(0) = p g(1). Write g = 1 − b e^(−xs). Then 1 − b = p(1 − b e^(−x)), so b = (1 − p)/(1 − p e^(−x)), and q is replaced by bq. For the 5 nm film with p = 0.5 this gives ρ_f = 3.99 µΩ cm, S = 1.21 and A_app/A = 0.83. The diffuse correction then infers a thickness of 15.9 nm and an area 10 % too small.

Grain boundaries can matter more. In the Mayadas–Shatzkes model, taken here as an assumption to size the effect, the scattering rate is multiplied by H = 1 + α/|n_x|. Here n_x is the direction cosine along the current and α = (λ/D) r/(1 − r), for grain size D and boundary reflection r. The bulk response is divided by H, and x becomes kH/u. With D = 5 nm and r = 0.3, α = 3.3. Diffuse surfaces then give ρ_f = 15.0 µΩ cm, S = 1.07 and A_app/A = 0.94. The bias has shrunk from 32 % to 6 %.

The diffuse correction fails badly in this case. It attributes the small relative slope to an extremely thin film, infers d = 0.015 nm, and returns 46 times the true area. Here a thickness far below the size of an atom exposes the error, but weaker grain scattering gives no such warning: with D = 50 nm the correction infers a plausible 2.1 nm and returns 1.6 times the true area. The correction should be accepted only when its inferred thickness agrees with an independent estimate and grain scattering is known to be weak.

Grains about as large as the film is thick are a plausible condition for thin copper, and assumption (A3) is then broken. The 32 % bias belongs to a 5 nm film with diffuse surfaces and grains much wider than λ, and should not be assigned to polycrystalline copper without a grain model. With r = 0.3 the same grain model gives a bias of 24 % for D = 50 nm and 31 % for D = 500 nm. The small overestimate of thicker films also nearly disappears: with D = d, films of 40 and 80 nm have A_app/A = 1.000 and 1.004. A conducting liner would add a parallel current, which is not included. In narrow lines the sidewalls scatter as well; here λ/W = 0.004 makes them unimportant.

Three further effects were sized for the 5 nm film. First, atoms near surfaces may vibrate more softly. Well above the low-temperature range the phonon resistivity follows the mean square displacement, proportional to T/Θ² with Θ the Debye temperature. A Θ lower by 10 %, an assumed figure, raises the bulk-like slope a by the factor 1/0.9² = 1.23. At fixed S the apparent area would fall by the same factor. If ρ0 is due to phonons alone, it rises by this factor too, which raises k and lowers S. The net fall in apparent area is then about 13 %, or about 12 % with the Bloch–Grüneisen form, since 300 K is close to Θ for copper. This is smaller than the surface bias but not negligible. The estimate lowers Θ through the whole film, not only near the surfaces.

Second, free thermal expansion with linear coefficient β changes L, W and d by β per kelvin, and the geometric factor L/(Wd) by −β. The density falls by 3β, kF² by 2β, and C rises by 2β. With the bulk resistivity ρ0(T) taken as given, k = dρ0/C changes by β − 2β = −β, and −ln F by +βkF'/F. The sum is −β(1 − kF'/F) = −βG/F. Divided by the thermal term (a/ρ0)G/F, this is −βρ0/a for every thickness. With β = 17×10⁻⁶ per kelvin, a rough value for copper, the slope changes by −0.4 %. A film clamped to a substrate can show a larger effect. If its in-plane expansion follows a substrate of coefficient β_s, its normal expansion is β + 2ν(β − β_s)/(1 − ν), with ν Poisson's ratio. For ν = 0.34 and β_s = 2.6×10⁻⁶ per kelvin, rough values for copper on silicon, this is 32×10⁻⁶ per kelvin, and the slope of the 5 nm film changes by about −2.4 %. Any change of ρ0 caused by the strain itself is not included.

Third, the motion across the film is quantized. The number of subbands is about kF d/π = 22, so the allowed values of u are about 0.046 apart. The range within 15° of the plane, u < 0.26, contains only five of them, yet it supplies 92 % of G. Replacing the integrals over u by sums over the hard-wall values u = nπ/(kF d), with λ and kF unchanged, raises ρ_f by about 15 % and lowers its slope by about 12 %. The larger error in G is partly cancelled by F² in S = G/F². These figures depend on how the levels are placed and counted. Rescaling the weights so that they sum to 1 gives +11 % and −15 %. Without rescaling, levels shifted down by a quarter of the spacing give about +8 % and −8 %, and levels shifted by half the spacing give +0.4 % and −2 %. At 5 nm the semiclassical resistivity and its slope may therefore be in error by up to about 15 %, by an amount that this crude estimate does not fix.

**Cooling**

The bias depends on d/λ, so a film that is safe at room temperature may not be safe when cold. Take ρ0 = 0.2 µΩ cm as a rough value for clean copper near 77 K. Then λ = 329 nm, and diffuse films of 40, 20 and 5 nm have S = 1.50, 1.98 and 4.07. Their apparent areas are 0.67, 0.50 and 0.25 of the true ones. The 40 nm film, whose area was 1.5 % too large at 300 K, now appears one third too small. At such temperatures phonons deflect electrons through smaller angles, which weakens the assumption of a single relaxation time, so these values indicate a trend. Static defects act the other way: by raising ρ0 they shorten λ, raise k and move a very thin film back toward S = 1. If defects add 0.5 µΩ cm to the cold ρ0, S of the 40 nm film falls from 1.50 to 1.08, so the large cold bias belongs to clean metal. It also needs wide grains and diffuse surfaces: for the same cold film without added defects, grains with D = 40 nm and r = 0.3 give S = 1.07, and p = 0.5 without grains gives S = 1.22.

Computed values

```
electron density 85 nm^-3, kF 13.60 nm^-1
bulk resistivity 1.70 uohm cm at 300 K
bulk slope 0.0070 uohm cm/K
C = rho0*lambda 6.574 e-16 ohm m^2
mean free path 38.67 nm
S = 1 at k = 0.7898, d = 30.5 nm
minimum S = 0.9777 at k = 1.587, d = 61.4 nm
largest area overestimate 2.28 %
d(nm)  k  F  G  rho_f(uohm cm)  S  A_app/A  spread  path
 80 2.0687 0.8245 0.6660 2.062 0.9796 1.0208 0.0176 0.0380
 40 1.0343 0.6913 0.4709 2.459 0.9852 1.0150 0.0609 0.0757
 20 0.5172 0.5299 0.2933 3.208 1.0447 0.9572 0.1635 0.1188
 10 0.2586 0.3741 0.1668 4.545 1.1920 0.8389 0.3604 0.1684
  5 0.1293 0.2472 0.0896 6.878 1.4662 0.6820 0.6994 0.2332
5 nm: S leading thin form 1.692, with next terms 1.4440
5 nm, within 15 deg of plane: share of bulk current 0.380
  share of film current 0.686, share of G 0.916
film length 100 um, width 10 um, true area 50000 nm^2
R(290,300,310 K) = 135.488, 137.556, 139.594 ohm
dR/dT 0.20530 ohm/K, TCR 1.4925 e-3/K
bulk TCR 4.1176 e-3/K, ratio G/F 0.3625
apparent area 34096 nm^2, bias -31.8 %
inferred k 0.1294, S 1.4659, d 5.003 nm
corrected area 49981 nm^2, error -0.04 %
slope read 1 % high: corrected area shifts -2.17 %
grain case: D = 5 nm, reflection 0.3, alpha 3.315
p = 0.5, no grains: rho_f 3.99 uohm cm, S 1.2079, A_app/A 0.8279
  diffuse-only correction: d 15.9 nm, A_cor/A 0.896
p = 0, grains: rho_f 14.97 uohm cm, S 1.0663, A_app/A 0.9379
  diffuse-only correction: d 0.0153 nm, A_cor/A 46.3
Debye temperature x 0.9: bulk phonon slope x 1.235
free expansion 17 e-6/K: slope changes -0.41 %
sidewalls: lambda/width 0.0039
subbands kF*d/pi 21.6
near 77 K: rho0 0.2 uohm cm, lambda 329 nm
  d 40 nm: S 1.498, A_app/A 0.668
  d 20 nm: S 1.982, A_app/A 0.504
  d 5 nm: S 4.069, A_app/A 0.246
```
